# Dirac Landau levels and the critical magnetic field

An electron in a uniform magnetic field moves freely along the field and circles across it. In the nonrelativistic theory the circular motion is an oscillator with quantum $\hbar\omega_c=\hbar e\mathcal B/m$, where $\mathcal B$ is the field strength. This quantum grows in proportion to the field, and near $4.41\times10^9$ T it reaches the rest energy $mc^2$. The nonrelativistic levels cannot be trusted there. The Dirac equation gives levels valid at any field strength within the one-particle model, and it also fixes how many spin states each level holds.

## Result and conventions

The electron has charge $-e$, with $e>0$, and the field $\mathcal B>0$ points along $z$. There is no electric field, and radiative corrections are left out. Relativistic units $\hbar=c=1$ are natural here, and the charge is absorbed into the field:
$$
B\equiv e\mathcal B ,\qquad \mathbf A\equiv e\times(\text{vector potential}),\qquad \partial_xA_y-\partial_yA_x=B .
$$
The energies are
$$
E=\pm\sqrt{m^2+p_z^2+2nB},\qquad n=0,1,2,\dots \tag{1}
$$
At fixed $p_z$, fixed orbit centre and fixed sign of $E$, a level with $n\ge1$ has two states. The level $n=0$ has one, with spin antiparallel to the field.

In SI units $B$ becomes $\hbar e\mathcal B$ and the powers of $c$ return:
$$
E^2=m^2c^4+p_z^2c^2+2n\hbar e\mathcal B c^2 .
$$
For a program it is convenient to use the dimensionless variables $q=p_z/(mc)$ and $b=\mathcal B/\mathcal B_c$, where
$$
\mathcal B_c=\frac{m^2c^2}{e\hbar}=4.414\times10^9\ \text{T},\qquad
\frac{E}{mc^2}=\pm\sqrt{1+q^2+2nb}. \tag{2}
$$
In Hartree atomic units, with the field measured in $\hbar/(ea_0^2)$, setting $m=e=\hbar=1$ gives $\mathcal B_c=c^2=18778.9$.

## The transverse oscillator

The Hamiltonian is
$$
H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta m,\qquad \boldsymbol\pi=\mathbf p+\mathbf A,\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
$$
The plus sign in $\boldsymbol\pi$ comes from the negative charge. Since $\mathbf p=-i\nabla$,
$$
[\pi_x,\pi_y]=[p_x,A_y]+[A_x,p_y]=-i\partial_xA_y+i\partial_yA_x=-iB. \tag{3}
$$
We choose $A_z=0$ and $A_x,A_y$ independent of $z$, so $\pi_z=p_z$ commutes with $\pi_x$ and $\pi_y$ and may be replaced by a number.

Define
$$
a=\frac{\pi_x-i\pi_y}{\sqrt{2B}},\qquad a^\dagger=\frac{\pi_x+i\pi_y}{\sqrt{2B}} .
$$
The signs are set by (3), because
$$
[a,a^\dagger]=\frac{i[\pi_x,\pi_y]-i[\pi_y,\pi_x]}{2B}=\frac{2i(-iB)}{2B}=1 .
$$
The number operator $N=a^\dagger a$ is
$$
N=\frac{\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]}{2B}=\frac{\pi_\perp^2-B}{2B},
\qquad\text{so}\qquad \pi_\perp^2=B(2N+1), \tag{4}
$$
with $\pi_\perp^2=\pi_x^2+\pi_y^2$. The eigenvalues of $N$ are $0,1,2,\dots$: each application of $a$ lowers the eigenvalue by one, $N$ cannot be negative, and the sequence therefore has to end on a state with $a|0\rangle=0$.

To see these states explicitly, take $\mathbf A=(0,Bx,0)$. Then $p_y$ is conserved, with value $k_y$, and $\pi_y=k_y+Bx$. With $\xi=\sqrt B\,(x+k_y/B)$,
$$
a=-\frac{i}{\sqrt2}\left(\partial_\xi+\xi\right),\qquad
a^\dagger=\frac{i}{\sqrt2}\left(\xi-\partial_\xi\right).
$$
The equation $a|0\rangle=0$ is of first order and has the single solution $e^{-\xi^2/2}$, which is normalizable. Hence there is one state $|\nu\rangle$ for each $\nu$ and $k_y$. It is an oscillator function centred at $x_0=-k_y/B$. If $\varphi_\nu$ denotes the usual real Hermite function, then $|\nu\rangle=i^\nu\varphi_\nu$, because each $a^\dagger$ contributes a factor $i$. This phase must be kept if the spinors below are coded with real coefficients.

## Squaring the Hamiltonian

The matrices $\boldsymbol\alpha$ anticommute with $\beta$, so the cross terms in $H^2$ cancel. In each two-component block
$$
H^2=m^2+(\boldsymbol\sigma\cdot\boldsymbol\pi)^2 .
$$
From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,
$$
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).
$$
The only nonzero component of $\boldsymbol\pi\times\boldsymbol\pi$ is $[\pi_x,\pi_y]=-iB$, along $z$. The last term is therefore $i\sigma_z(-iB)=+B\sigma_z$. With (4), and with $\Sigma_z$ denoting $\sigma_z$ in both blocks,
$$
H^2=m^2+p_z^2+B(2N+1+\Sigma_z). \tag{5}
$$
For $\Sigma_z=s=\pm1$ the bracket equals $2n$ with
$$
n=N+\frac{1+s}{2}.
$$
The spin term is as large as the zero-point term of the orbit. For spin down the two cancel when $N=0$, which is why $n=0$ carries no magnetic energy. For $n\ge1$ the same value arises from $N=n-1$ with spin up and from $N=n$ with spin down.

Equation (5) gives $E^2$, but it does not say how many eigenstates of $H$ have each sign of $E$. That requires $H$ itself.

## Signs and multiplicities

In terms of the ladder operators,
$$
\boldsymbol\sigma\cdot\boldsymbol\pi=
\begin{pmatrix}p_z&\pi_x-i\pi_y\\ \pi_x+i\pi_y&-p_z\end{pmatrix}
=\begin{pmatrix}p_z&\sqrt{2B}\,a\\ \sqrt{2B}\,a^\dagger&-p_z\end{pmatrix}.
$$
Since $a^\dagger|n-1\rangle=\sqrt n\,|n\rangle$ and $a|n\rangle=\sqrt n\,|n-1\rangle$, this operator maps the pair $|n-1\rangle{\uparrow}$, $|n\rangle{\downarrow}$ into itself. In that basis it is the matrix
$$
S=\begin{pmatrix}p_z&k\\k&-p_z\end{pmatrix},\qquad k=\sqrt{2nB},\qquad n\ge1 .
$$
Its square is $(p_z^2+k^2)$ times the unit matrix and its trace is zero. Its eigenvalues are therefore
$$
\lambda=\pm\sqrt{p_z^2+2nB},
$$
one of each sign. The pairs with $n\ge1$ use up all spin-up states and all spin-down states except $|0\rangle{\downarrow}$. On this remaining state $a$ gives zero, so it is an eigenvector by itself, with the single eigenvalue $\lambda=-p_z$.

Let $S\chi=\lambda\chi$. On four-component states whose upper and lower halves are both proportional to $\chi$, the Hamiltonian reduces to
$$
\begin{pmatrix}m&\lambda\\ \lambda&-m\end{pmatrix}.
$$
Its eigenvalues are $E=\pm\sqrt{m^2+\lambda^2}$, one of each sign. Two values of $\lambda$ give two states of each sign for $n\ge1$. One value gives one state of each sign for $n=0$. This proves (1) together with the stated multiplicities.

The missing partner of the lowest level would be a spin-up function $u$ with $a^\dagger u=0$. In the gauge used above this reads $\partial_\xi u=\xi u$, so $u\propto e^{+\xi^2/2}$, which cannot be normalized.

The word "spin" needs some care for $n\ge1$. The two states are labelled by $\lambda$, the eigenvalue of $\boldsymbol\Sigma\cdot\boldsymbol\pi$, which commutes with $H$. They are not eigenstates of $\Sigma_z$, because the nonzero coupling $k$ mixes up and down. For $n=0$ both halves contain spin down alone, so $\Sigma_z=-1$ holds for every $p_z$.

For a particle of charge $+e$ the commutator (3) changes sign, and so does the spin term in (5). The energies are unchanged, and the single lowest state then has spin parallel to the field.

## Spinors for implementation

For $n\ge1$ a normalized eigenvector of $S$ is
$$
\chi_\lambda=\frac{1}{\sqrt{2\lambda(\lambda-p_z)}}
\begin{pmatrix}k\,|n-1\rangle\\(\lambda-p_z)\,|n\rangle\end{pmatrix}. \tag{6}
$$
The first row of $S\chi=\lambda\chi$ holds because $p_zk+k(\lambda-p_z)=\lambda k$. The second holds because $k^2-p_z(\lambda-p_z)=\lambda^2-\lambda p_z$, where $k^2=\lambda^2-p_z^2$ was used. The norm follows from $k^2+(\lambda-p_z)^2=2\lambda(\lambda-p_z)$. This is positive for both signs of $\lambda$, since $|\lambda|>|p_z|$. For $n=0$ take $\chi=(0,|0\rangle)$ and $\lambda=-p_z$.

For positive energy the full spinor is
$$
\psi=\frac{1}{\sqrt{2E(E+m)}}\begin{pmatrix}(E+m)\chi\\ \lambda\chi\end{pmatrix}. \tag{7}
$$
With $\lambda^2=(E-m)(E+m)$, the upper row of $H\psi$ is proportional to $m(E+m)+\lambda^2=E(E+m)$ and the lower row to $\lambda(E+m)-m\lambda=E\lambda$, as required. The norm is $(E+m)^2+\lambda^2=2E(E+m)$.

Equation (7) also holds for negative energy, except when $\lambda=0$ and $E=-m$, where it becomes $0/0$. Close to that point, as in weak fields at small $p_z$, the sum $E+m$ loses digits. The form
$$
\psi=\frac{1}{\sqrt{2E(E-m)}}\begin{pmatrix}\lambda\chi\\(E-m)\chi\end{pmatrix},\qquad E<0, \tag{8}
$$
avoids both problems. Its upper row gives $m\lambda+\lambda(E-m)=E\lambda$, its lower row gives $\lambda^2-m(E-m)=E(E-m)$, and its norm is $\lambda^2+(E-m)^2=2E(E-m)>0$.

Two other differences can lose digits in weak fields. When $\lambda$ and $p_z$ have the same sign and $k\ll|p_z|$, compute $\lambda-p_z$ as $k^2/(\lambda+p_z)$. For neighbouring positive levels at equal $p_z$, use
$$
E_{n+1}-E_n=\frac{E_{n+1}^2-E_n^2}{E_{n+1}+E_n}=\frac{2B}{E_{n+1}+E_n}. \tag{9}
$$

## Number of orbits

The energy does not depend on $k_y$, so each state found above is repeated for every orbit centre. In an area $L_xL_y$, periodic in $y$, the allowed values of $k_y$ are spaced by $2\pi/L_y$. The centre $x_0=-k_y/B$ lies inside the sample for a range of $k_y$ of length $BL_x$. When edges can be neglected, the number of centres per area is
$$
\frac{1}{L_xL_y}\,\frac{BL_x}{2\pi/L_y}=\frac{B}{2\pi}
\quad\longrightarrow\quad \frac{e\mathcal B}{2\pi\hbar}\ \text{in SI units}. \tag{10}
$$
This applies to each value of $p_z$. For one sign of $E$ it is to be multiplied by two for $n\ge1$ and by one for $n=0$.

The free electron is recovered when $B\to0$ with $2nB=p_\perp^2$ held fixed. Equation (1) becomes $E^2=m^2+p_z^2+p_\perp^2$. An interval $dn$ holds $B\,dn/(2\pi)=p_\perp dp_\perp/(2\pi)$ states per area and spin, which is the free count $2\pi p_\perp dp_\perp/(2\pi)^2$.

## What the critical field means

At $p_z=0$ and $nB\ll m^2$, the expansion $\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots$ with $\epsilon=2nB/m^2$ gives
$$
E-m=\frac{nB}{m}-\frac{n^2B^2}{2m^3}+\dots \tag{11}
$$
The first term is $n\hbar\omega_c$, the nonrelativistic result with the spin energy included. The second lowers the levels and brings them closer together as $n$ grows. The condition for the nonrelativistic formula is $nb\ll1$, so high levels depart from it at lower fields.

The critical field is defined by extending the first term to the rest energy: $B/m=m$, or $\hbar e\mathcal B_c/m=mc^2$. An equivalent statement compares lengths. The magnetic length $\sqrt{\hbar/(e\mathcal B)}$ equals the reduced Compton wavelength $\hbar/(mc)=386.16$ fm at this field.

Thus $\mathcal B_c$ marks a scale, and nothing abrupt happens to the levels there. At $p_z=0$ the first excitation energy is
$$
E_1-E_0=mc^2\left(\sqrt{1+2b}-1\right).
$$
At $b=1$ this is $(\sqrt3-1)mc^2=0.732\,mc^2$, or 374.1 keV. It reaches $mc^2$ when $1+2b=4$, that is at $b=1.5$. The lowest positive level stays at $mc^2$ for every $b$. Since $|E|\ge mc^2$ throughout, the gap of $2mc^2$ between positive and negative energies does not close in this model, however strong the field.

At the other extreme, for 10 T, equation (9) gives a first gap of 1.158 meV. Subtracting two energies near 511 keV to obtain it would discard eight to nine digits.

## Worked example

Take $\mathcal B=1.0\times10^9$ T and $p_z=0.5\,mc$. Then
$$
b=\frac{1.0\times10^9}{4.4140\times10^9}=0.22655,\qquad
\frac{E_n}{mc^2}=\sqrt{1+0.25+0.45310\,n}.
$$
For $n=1$ the root is $\sqrt{1.70310}=1.30503$. Multiplication by the rest energy, 510.999 keV, gives 666.87 keV. The first four positive levels are:

| $n$ | $E/mc^2$ | $E$ (keV) | states |
|---|---|---|---|
| 0 | 1.11803 | 571.31 | 1 |
| 1 | 1.30503 | 666.87 | 2 |
| 2 | 1.46840 | 750.35 | 2 |
| 3 | 1.61534 | 825.43 | 2 |

The successive gaps are 95.6, 83.5 and 75.1 keV. They shrink because the denominator in (9) grows with $n$. The energy of $n=0$ comes from the rest mass and the motion along the field alone: $\sqrt{1.25}=1.11803$.

The magnetic length is $386.16\ \text{fm}/\sqrt{0.22655}=811.3$ fm. Equation (10) gives $2.418\times10^5$ orbit centres per nm$^2$.

## The lowest level on a grid

A direct diagonalization of $H$ in a finite basis with equally many spin-up and spin-down functions meets a difficulty at $n=0$. Suppose spin-up and spin-down functions are represented on the same $M$ grid points. The operator $\pi_x-i\pi_y$ becomes a square matrix $D$. A square matrix has as many null vectors as its adjoint. The true spin-down zero mode, $Dd=0$, therefore brings with it a spin-up vector satisfying $D^\dagger u=0$. This vector has $\lambda=+p_z$ and hence the same energies as the true state, so the lowest level falsely appears to be doubled. On a grid both null conditions hold to numerical accuracy, and the conclusion is the same. Whether the levels $n\ge1$ also gain false copies depends on the discrete derivative. With the sinc derivative used in the numerical check they do not. With central differences they do: multiplying a grid function by $(-1)^j$ reverses the sign of the derivative and exchanges $\xi+\partial_\xi$ with $\xi-\partial_\xi$, so every level is doubled. The square of the central-difference matrix is unchanged by that factor, so it must not be used as $p_x^2$ in the test below.

The false state can be recognized. From $D^\dagger u=0$ it follows that $u$ is orthogonal to everything of the form $Df$. For every level resolved by the grid, $D|\nu+1\rangle$ is proportional to $|\nu\rangle$. Thus $u$ is orthogonal to all resolved oscillator states, and its $\pi_\perp^2$ must be large. The genuine states with $n\le3$ have $\pi_\perp^2/B=2N+1\le7$.

A numerical eigensolver may return arbitrary mixtures of degenerate vectors, so inspecting them one at a time is unsafe. Instead, diagonalize $\pi_\perp^2/B$ within each degenerate cluster and keep the small eigenvalues. The numerical check does this with a cutoff of 20. It finds multiplicities 1, 2, 2, 2 for $b=0.01$, 1 and 10, for both signs of energy and of charge. The largest absolute difference from (1) is $5\times10^{-15}\,mc^2$.

## Where the formula stops applying

The derivation needs a constant commutator (3). In a nonuniform field $a$ and $a^\dagger$ are no longer ladder operators, and (1) no longer holds in general for $n\ge1$. The lowest level can survive. For a field along $z$ with $\mathbf A=(0,A_y(x),0)$, the spin-down equation $(\pi_x-i\pi_y)d=0$ is solved by $d=\exp\left[-\int(k_y+A_y)\,dx\right]$, and whenever this is normalizable it gives $E=\pm\sqrt{m^2+p_z^2}$. With an electric potential $V$, such as that of a nucleus, $H-V$ is the operator whose square has the form (5). Since $V$ does not in general commute with it, the energies of $H$ no longer follow from that square.

The double degeneracy for $n\ge1$ depends on the magnetic moment contained in the Dirac equation. Add a Pauli term $\delta\,\beta\Sigma_z$, a model of an extra moment, and set $p_z=0$. Both $\beta$ and $\Sigma_z$ anticommute with $\alpha_x$ and $\alpha_y$, so their product commutes with $H$. For $\beta\Sigma_z=+1$ the available components are upper-half spin up and lower-half spin down; for $-1$ they are the opposite two. In either case $H$ reduces to a matrix with diagonal $(m,-m)$ and coupling $k$, which has one positive eigenvalue $\sqrt{m^2+2nB}$. The pair therefore splits into
$$
E=\sqrt{m^2+2nB}\pm\delta ,\qquad n\ge1,
$$
for $|\delta|$ smaller than the root. The single state $n=0$, with upper-half spin down, moves to $m-\delta$. With $\delta=0.010\,mc^2$ at $b=1$, the grid calculation gives a splitting of $0.020\,mc^2$ for $n=1$, in agreement. The constant $\delta$ shows what protects the degeneracy; it is not a calculation of radiative corrections in strong fields.

## Table of computed values

```
critical field B_c = 4.4140e+09 T
critical field B_c = 18778.9 atomic units
reduced Compton wavelength = 386.16 fm
magnetic length at B_c = 386.16 fm
electron rest energy = 510.999 keV
example field = 1.0e+09 T
example field / B_c = 0.226552
example pz = 0.50 mc
n=0: E formula = 1.11803399 mc^2, grid = 1.11803399 mc^2
n=0: E = 571.314 keV, states = 1
n=1: E formula = 1.30502997 mc^2, grid = 1.30502997 mc^2
n=1: E = 666.869 keV, states = 2
n=2: E formula = 1.46840269 mc^2, grid = 1.46840269 mc^2
n=2: E = 750.352 keV, states = 2
n=3: E formula = 1.61533578 mc^2, grid = 1.61533578 mc^2
n=3: E = 825.435 keV, states = 2
example n=0 mean Sigma_z = -1.000000
example magnetic length = 811.30 fm
example states per area = 2.4180e+05 nm^-2
first gap at 10 T, pz=0 = 1.1577 meV
first gap at B_c, pz=0 = 0.732051 mc^2
first gap at B_c, pz=0 = 374.077 keV
first gap at 1.5 B_c, pz=0 = 1.000000 mc^2
Pauli-term strength in test = 0.010 mc^2
resulting n=1 splitting at B_c, pz=0 = 0.020000 mc^2
largest grid-formula energy difference = 5.3e-15 mc^2
largest bispinor residual = 2.4e-15 (relativistic units)
```
